# Island capture numbers from diffusion capture zones, derived in two ways

## Definitions and conventions

Atoms arrive on a flat surface at a uniform rate $F$ per unit area and diffuse with an isotropic constant $D$. They stick irreversibly when they reach an island edge and do not desorb. The free surface $\Omega$ is the part not covered by islands. Its area is $A_{\rm free}$, the total area is $A_{\rm tot}$, and the coverage is $\theta=1-A_{\rm free}/A_{\rm tot}$. The surface is a periodic cell, so island edges are its only borders.

The adatom density is $n(\mathbf x)$, and the current is $\mathbf J=-D\nabla n$. On an island edge, $\mathbf m$ is the unit normal pointing from the free surface into the island. The diffusive capture rate of island $i$, in atoms per unit time, is

$$C_i=\oint_i \mathbf J\cdot\mathbf m\,ds .$$

The capture number $\sigma_i$ is defined by writing this rate in terms of the mean density:

$$C_i=D\,\sigma_i\,\bar n,\qquad \bar n=\frac{1}{A_{\rm tot}}\int_\Omega n\,d^2x. \tag{1}$$

In two dimensions $\sigma_i$ is dimensionless. The mean is taken over the total area. A mean over the free area would be larger by the factor $1/(1-\theta)$, and each capture number would be multiplied by $1-\theta$. Atoms that land directly on an island are not part of $C_i$.

A current line follows $\mathbf J$ from point to point. The diffusion capture zone of island $i$ is the set of free points whose current lines end on its edge, and $A_i$ is its area. The result to be derived is

$$\boxed{\;\sigma_i=\frac{F}{D\bar n}\,A_i\;} \tag{2}$$

The prefactor is common to all islands at one moment. It changes as the islands grow.

## The steady density

If nucleation removes few adatoms, their balance is $\partial n/\partial t=F-\nabla\cdot\mathbf J$. When the density adjusts much faster than the islands grow, the time derivative can be dropped:

$$\nabla\cdot\mathbf J=F,\qquad \nabla^2 n=-\frac FD,\qquad n=0\ \text{on island edges}. \tag{3}$$

Two properties follow. First, $n$ has no minimum inside $\Omega$, because a minimum needs $\nabla^2n\ge0$. Hence $n>0$ inside, and at a smooth edge the density has a strictly positive slope away from the island (Hopf's boundary lemma). The current therefore enters the island at every edge point. Second, along a current line $n$ falls, since $\mathbf J\cdot\nabla n=-D|\nabla n|^2\le0$.

## First derivation: balance over a zone

Assume that the points where $\nabla n=0$ are isolated maxima and saddles with non-zero curvatures. A current line cannot end at a maximum, because $n$ falls along it. Two lines run into each saddle, and they cover no area. All other lines end on islands, so the zones tile the free surface. Their mutual borders are made of current lines, and along them

$$\mathbf J\cdot\boldsymbol\nu=0,$$

where $\boldsymbol\nu$ is the normal to the border. Integrate (3) over zone $i$ and apply the divergence theorem:

$$F A_i=\int_{\text{zone }i}\nabla\cdot\mathbf J\,d^2x
=\oint_i\mathbf J\cdot\mathbf m\,ds+\int_{\text{border}}\mathbf J\cdot\boldsymbol\nu\,ds=C_i+0 .$$

Substituting $C_i=D\sigma_i\bar n$ and dividing by $D\bar n$ gives (2).

## Second derivation: sweeping the zone from the island edge

This route starts at the edge and computes the zone's area by a change of variables. Label edge points of island $i$ by arc length $s$, and follow the current line through each of them upstream. Use a parameter $\tau$ with

$$\frac{\partial\mathbf x(s,\tau)}{\partial\tau}=\mathbf J(\mathbf x),\qquad \tau=0\ \text{on the edge},\quad \tau<0\ \text{upstream}.$$

This $\tau$ is not a time; the product $F\tau$ is dimensionless. Going upstream, a line cannot run into an edge, because the current at every edge leaves the free surface. It stays in a bounded region where $\mathbf J$ is smooth, so it can be continued to $\tau\to-\infty$. Different edge points give different lines, because current lines do not cross. The pairs $(s,\tau)$ thus label each point of the zone once.

The area element is $d^2x=\Delta\,ds\,d\tau$, where $\Delta$ is the absolute value of the determinant of the vectors $\mathbf a=\partial\mathbf x/\partial s$ and $\mathbf b=\partial\mathbf x/\partial\tau=\mathbf J$. Let $M_{jk}=\partial J_j/\partial x_k$. The chain rule gives

$$\frac{\partial\mathbf a}{\partial\tau}=\frac{\partial\mathbf J}{\partial s}=M\mathbf a,\qquad
\frac{\partial\mathbf b}{\partial\tau}=\frac{\partial \mathbf J}{\partial\tau}=M\mathbf b .$$

Differentiate $\det(\mathbf a,\mathbf b)=a_xb_y-a_yb_x$:

$$\begin{aligned}
\frac{\partial}{\partial\tau}\det(\mathbf a,\mathbf b)
&=(M_{xx}a_x+M_{xy}a_y)b_y+a_x(M_{yx}b_x+M_{yy}b_y)\\
&\quad-(M_{yx}a_x+M_{yy}a_y)b_x-a_y(M_{xx}b_x+M_{xy}b_y)\\
&=(M_{xx}+M_{yy})(a_xb_y-a_yb_x).
\end{aligned}$$

The terms in $M_{xy}$ and $M_{yx}$ cancel in pairs. The remaining trace is $\nabla\cdot\mathbf J=F$, so $\partial\Delta/\partial\tau=F\Delta$. At $\tau=0$, $\mathbf a$ is the unit tangent to the edge, and $\Delta$ equals the normal component $\mathbf J\cdot\mathbf m$. Therefore

$$\Delta(s,\tau)=(\mathbf J\cdot\mathbf m)_s\,e^{F\tau}.$$

The area of the zone is

$$A_i=\oint_i ds\,(\mathbf J\cdot\mathbf m)_s\int_{-\infty}^0e^{F\tau}d\tau=\frac{1}{F}\oint_i\mathbf J\cdot\mathbf m\,ds=\frac{C_i}{F}.$$

With (1) this is again (2). It also holds piece by piece: the current entering a short piece of edge equals $F$ times the area of the strip that drains into it.

The tiling now follows without a study of saddles. The divergence theorem over all of $\Omega$ gives $\sum_iC_i=FA_{\rm free}$. Since $C_i=FA_i$, the zone areas add up to $A_{\rm free}$, and points belonging to no zone have zero total area.

## What each derivation assumes

Both need a steady current that has a known source and enters the islands at every edge point. Neither needs circular islands or a regular arrangement. The first needs zone borders regular enough for the divergence theorem, which the assumption about maxima and saddles supplies. The second needs no such assumption, but uses smooth edges and a smooth current field.

The first adapts at once to other sources. If the flux varies in space, $FA_i$ becomes $\int_{\text{zone }i}F(\mathbf x)\,d^2x$, and area alone no longer fixes capture. The second gives the local supply to each part of an edge as well as the total.

## Scaling, and the fate of single atoms

Set $n=(F/D)u$. Equation (3) becomes $-\nabla^2u=1$ with $u=0$ on the edges, which contains neither $F$ nor $D$. With $\bar u=D\bar n/F$,

$$\sigma_i=\frac{A_i}{\bar u},\qquad \sum_i\sigma_i=\frac{A_{\rm free}}{\bar u}. \tag{4}$$

At fixed geometry, raising $F$ raises $\bar n$ in proportion and leaves $\sigma_i$ unchanged.

A current line is not the path of an atom. Let $p_i(\mathbf x)$ be the probability that an atom landing at $\mathbf x$ reaches island $i$ first. For unbiased diffusion $\nabla^2p_i=0$, with $p_i=1$ on island $i$ and $0$ on the others. Integrate the identity

$$p_i\nabla^2n-n\nabla^2p_i=\nabla\cdot(p_i\nabla n-n\nabla p_i)$$

over $\Omega$. The left side gives $-(F/D)\int p_i\,d^2x$. On the right $n$ vanishes on all edges, and $p_i$ selects island $i$, leaving $\oint_i\mathbf m\cdot\nabla n\,ds=-C_i/D$. Hence

$$C_i=F\int_\Omega p_i\,d^2x,\qquad \int_\Omega p_i\,d^2x=A_i .$$

Atoms do cross zone borders, but each island gains as many from other zones as it loses from its own.

## A solvable case

Place a circular island of radius $a$ at the centre of a circular zone of radius $R$, so that $\theta=a^2/R^2$. No current crosses the outer rim. The radial equation $(ru')'=-r$ with $u'(R)=0$ gives $ru'=(R^2-r^2)/2$. Divide by $r$ and integrate from $a$, where $u=0$:

$$u(r)=\frac{R^2}{2}\ln\frac ra-\frac{r^2-a^2}{4}.$$

For the mean, two integrals are needed:

$$\int_a^R r\ln\frac ra\,dr=\frac{R^2}{2}\ln\frac Ra-\frac{R^2-a^2}{4},\qquad
\int_a^R(r^2-a^2)r\,dr=\frac{(R^2-a^2)^2}{4}.$$

With $\ln(R/a)=-\tfrac12\ln\theta$,

$$\begin{aligned}
\bar u&=\frac{2}{R^2}\int_a^R u\,r\,dr
=R^2\left[-\frac{\ln\theta}{4}-\frac{1-\theta}{4}-\frac{(1-\theta)^2}{8}\right]\\
&=\frac{R^2}{8}\left(-2\ln\theta-3+4\theta-\theta^2\right).
\end{aligned}$$

The zone area is $\pi R^2(1-\theta)$, so

$$\sigma=\frac{8\pi(1-\theta)}{-2\ln\theta-3+4\theta-\theta^2}. \tag{5}$$

For small coverage $\sigma\simeq4\pi/(-\ln\theta-\tfrac32)$, which falls slowly as the island shrinks. As $\theta\to1$, put $\varepsilon=1-\theta$. The denominator becomes $\tfrac23\varepsilon^3$ to leading order, and $\sigma\simeq12\pi/\varepsilon^2$: adatoms in a narrow gap are captured quickly, so $\bar n$ is small. A numerical radial solution agrees with (5) to within a relative $10^{-4}$ at $\theta=0.01$, $0.093$ and $0.4$.

## Five unequal islands

Consider a periodic square lattice of $96\times96$ sites with five near-circular islands. The lattice constant is the unit of length and one site the unit of area. Round model parameters are $F=0.01$ atoms per site per second and a total hop rate of $4\times10^6$ per second. A hop rate $h$ gives $D=h/4$ in these units, so $D=10^6$ site areas per second. The islands leave 8359 of 9216 sites free, and $\theta=0.093$.

The lattice diffusion equation gives $\bar u=220.84$ sites, hence

$$\bar n=220.84\times10^{-8}=2.21\times10^{-6}\ \text{atoms per site}.$$

For island 5, the largest, the traced zone has 2123.0 sites, so

$$\sigma_5=\frac{2123.0}{220.84}=9.61,\qquad C_5=0.01\times2123.0=21.2\ \text{atoms per second}.$$

| Island | Radius | $A_i$ (sites) | $\sigma_i$ | $\sigma_i$, random walks |
|---|---|---|---|---|
| 1 | 4 | 1484.5 | 6.72 | 6.71 |
| 2 | 9 | 1839.2 | 8.33 | 8.31 |
| 3 | 7 | 1872.0 | 8.48 | 8.50 |
| 4 | 3 | 1040.2 | 4.71 | 4.72 |
| 5 | 11 | 2123.0 | 9.61 | 9.59 |

The zones were found by tracing current lines. Their areas agree with the separately summed edge currents, divided by $F$, to within 0.16 %. The last column uses no density field: 60000 walkers land at random, and $\sigma_i$ follows from the fraction captured by island $i$ and the mean number of hops before capture, 974.4. The largest difference from the zone values is 0.28 %. For $N$ walkers and a captured fraction $f$, counting alone gives a relative standard error $\sqrt{(1-f)/(fN)}$, from 0.7 % for island 5 to 1.1 % for island 4. The walks therefore confirm the zone values to about 1 %, and the closer agreement seen here is partly chance.

These capture numbers belong to this lattice. For smooth discs with the same centres and areas, $\bar u$ falls to 208 and every $\sigma_i$ is 5 to 7 % larger, while the zone areas move by less than 1 %.

Island 3 has a slightly larger capture number than island 2 despite its smaller radius, on the lattice and for smooth discs alike. Size alone does not set $\sigma_i$; the surroundings enter through the zone.

The share of an island's captured atoms that landed in its own zone ranges from 0.43 for island 4 to 0.54 for island 5. About half of the captured atoms thus come from other zones, although the totals balance.

Voronoi cells, which assign each free site to the nearest island site, are a poorer measure here. Island 1 gets 1755 sites, 18 % above its edge current divided by $F$; island 5 gets 1858, about 12 % below.

The mean capture number is 7.57, whereas (5) gives 10.78 at the same coverage. By (4), the mean is $(8359/5)/\bar u$, so the difference lies entirely in $\bar u$: 221 sites here, against $1671.8/10.784=155$ for equal circular zones. Continuum solutions for smooth discs at the same coverage show where the gap arises. Equal discs on a square array give $\bar u=158.5$, equal discs at the actual centres 181, and discs of the actual unequal areas 208; the lattice adds the rest. In this order of steps, uneven spacing and unequal sizes supply most of the difference and the shape of the zone very little.

## Where the law holds and where it fails

**Steadiness.** The slowest relaxation time of the density is $3.0\times10^{-4}$ s, while depositing the island coverage takes 9.3 s. Estimating the size of $d\bar n/dt$ as $\bar n$ divided by that deposition time gives a storage term of order $\bar n/\theta=2.4\times10^{-5}$ of the flux. Its sign is negative, since growing islands lower $\bar n$. Just after the flux is switched on the law does not apply: after one relaxation time the islands capture atoms at only about 70 % of the rate at which they land on the free surface.

**Nucleation.** Pairs of adatoms consume $2\sigma_1Dn^2$ atoms per unit area and time, where $\sigma_1$ here denotes the capture number of a single adatom. With the chosen value $\sigma_1=3$, this is 0.4 % of the flux. As long as it stays small, it grows in proportion to $F/D$ at fixed geometry; a larger loss lowers $n$ itself and grows more slowly, reaching about 4 % at $F/D=10^{-7}$ and 22 % at $10^{-6}$. A small loss does not mean a fixed set of islands. Each pair takes two atoms, so the cell gains $\tfrac12\times0.00416\times0.01\times8359=0.17$ new islands per second, or 1.6 in 9.3 s against the five present. Each new island redraws the zones, and (2) applies to the geometry of the moment. The cell holds only $2.21\times10^{-6}\times9216=0.02$ adatoms on average, so $n$ is an ensemble average, not a snapshot.

**Attachment barrier.** If hops onto an edge are slowed, $n$ no longer vanishes there, but $\nabla\cdot\mathbf J=F$ still holds and the current still enters the islands. Equation (2) survives with a new density and new zones. With these hops slowed tenfold and the islands held fixed, zone area and edge current agree to 0.27 %. The capture number of island 5 falls from 9.61 to 4.93, and its zone grows from 2123 to 2305 sites; the zone of island 4 shrinks from 1040 to 932. For a very strong barrier $n$ becomes nearly uniform, so capture, and with it zone area, becomes proportional to edge length. The shifts of these two zones have that direction.

**Desorption.** With an adatom lifetime $\tau_d$, the source in (3) becomes $F-n/\tau_d$, and the balance over a zone reads

$$C_i=FA_i-\frac1{\tau_d}\int_{\text{zone }i}n\,d^2x .$$

The lost fraction generally differs between zones. For a diffusion length $\sqrt{D\tau_d}$ of 10 lattice constants, $C_i/(FA_i)$ ranges from 0.28 to 0.39, with zones drawn from the new current. The common prefactor is gone.

**Real growth.** A flux of 0.01 monolayers per second suits submonolayer studies by molecular beam epitaxy. Film growth often runs near one monolayer per second, where at the same $D$ and geometry the nucleation loss would no longer be small. The hop rate varies over many orders of magnitude with material and temperature, so the chosen one represents no particular surface. Real surfaces can depart from the model through edge barriers, detachment, mobile small clusters and direction-dependent diffusion. The barrier example shows that capture numbers can change by a factor of two while (2) holds. Measured island growth also includes atoms landing on top. If all of them descend and attach, the growth rate is $F(A_i+S_i)$, with $S_i$ the island's area. For island 5, $S_5=377$ sites adds 18 % to the diffusive supply; for island 4, 29 sites add 3 %. Growth rates therefore measure $A_i$ only after this part is subtracted.

The lattice values for the chosen $F$ and $D$ are listed in the numerical output below.

## Numbers as computed

```
lattice side 96 sites; total area 9216 sites; free 8359 sites
island coverage 0.0930
flux F 0.01 atoms/site/s; hop rate 4.0e+06 1/s
D 1.0e+06 site areas/s; F/D 1.0e-08 (lattice units)
mean scaled density ubar 220.84 sites
mean adatom density nbar 2.208e-06 atoms/site
prefactor F/(D nbar) 0.004528 1/site
island: centre x,y and nominal radius (lattice constants), size (sites)
  1: 15,18  r=4  size=49
  2: 58,14  r=9  size=253
  3: 30,55  r=7  size=149
  4: 75,47  r=3  size=29
  5: 66,78  r=11  size=377
island: traced zone, edge current/F, Voronoi cell (all in sites)
  1: 1484.5  1485.4  1755
  2: 1839.2  1840.7  1618
  3: 1872.0  1872.1  1991
  4: 1040.2  1038.6  1137
  5: 2123.0  2122.2  1858
island: sigma from zone, sigma from random walks (dimensionless)
  1: 6.722  6.710
  2: 8.329  8.306
  3: 8.477  8.498
  4: 4.711  4.724
  5: 9.613  9.593
island: capture rate F*A (atoms/s), share landed in own zone
  1: 14.85  0.471
  2: 18.39  0.519
  3: 18.72  0.520
  4: 10.40  0.430
  5: 21.23  0.540
largest zone/current mismatch 0.16 %
largest random-walk/zone mismatch 0.28 %
largest Voronoi/current mismatch 18.2 %
walkers 60000; mean hops before capture 974.4
sum of sigma 37.852; mean sigma 7.570
circular-zone sigma at this coverage 10.784
barrier: attachment hop factor 0.1; mismatch 0.27 %
  barrier zones (sites): 1313.5 1967.0 1841.8 931.5 2305.2
  barrier sigma: 2.806 4.202 3.935 1.990 4.925
desorption: diffusion length 10 lattice constants
  capture/(F*zone): 0.277 0.394 0.320 0.335 0.386
slowest relaxation time 3.005e-04 s
time to deposit the island coverage 9.30 s
captured fraction of flux after one relaxation time 0.696
nucleation loss/flux 4.16e-03 (pair sigma 3)
storage term/flux, estimate nbar/coverage 2.37e-05
```
